\section*{Stability of Insulator Charging at the Two Unit-Yield Energies}

\section{The charge balance}

\textbf{Q.} I image an insulating film on a grounded conductor in a scanning electron microscope. There are two beam energies at which as many electrons leave the film as arrive. Near the higher one the image settles; near the lower one it drifts away. The current balances at both, so why do they behave differently?

\textbf{A.} Balance says that the potential can stand still. It does not say what happens after a small disturbance. For that we need the response of the current to the surface potential.

Let $e>0$ be the elementary charge, $j>0$ the magnitude of the incident current density, and $V$ the surface potential relative to the grounded chamber. Let $E_0$ be the energy with which an electron would land if $V$ were zero. An electron has potential energy $-eV$ at the surface, so energy conservation gives the landing energy
\begin{equation}
E=E_0+eV .
\label{landing}
\end{equation}
A positive surface speeds the electrons up and a negative one slows them down.

The total yield $\sigma(E)=\eta+\delta(E)$ is the number of emitted electrons per incident electron: $\eta$ counts backscattered electrons, taken as independent of energy, and $\delta$ counts secondaries. Arriving electrons add charge at the rate $-j$ per area. Departing electrons remove negative charge, which adds $+\sigma j$. If $q$ is the surface charge per area,
\begin{equation}
\frac{dq}{dt}=-j+\sigma j=j(\sigma-1).
\end{equation}

I assume that the irradiated area is wide compared with the film thickness $d$, that it charges uniformly, and that the charge acts as a single sheet close to the surface. The last assumption is stronger than it looks. Secondaries leave positive charge in a thin top layer, while the primaries stop deeper. If nothing joins these layers, their dipole raises the surface potential at a rate that, relative to the net charging, goes as the ratio of stopping depth to $d$ divided by $|\sigma-1|$, and near unit yield this need not be small. I therefore assume that the beam makes the irradiated layer conducting enough to merge the two; without that, the surface would come to rest at a landing energy above the upper unit-yield energy. The capacitance to the distant chamber is neglected beside that to the conductor below. Then $q=cV$ with $c=\varepsilon_0\varepsilon_r/d$, where $\varepsilon_r$ is the relative permittivity, and
\begin{equation}
c\frac{dV}{dt}=j\left[\sigma(E_0+eV)-1\right].
\label{balance}
\end{equation}
This holds if leakage is negligible and every emitted electron escapes. The second condition needs a collector at a potential above that of the surface; we shall have to return to it.

\textbf{Q.} Where are the equilibria?

\textbf{A.} Call the two unit-yield energies $E_1<E_2$. Setting the right side of (\ref{balance}) to zero gives $E_0+eV_i=E_i$, so
\begin{equation}
V_i=\frac{E_i-E_0}{e},\qquad i=1,2 .
\label{equilibria}
\end{equation}
The beam energy you set need not equal $E_i$: the surface potential makes up the difference. The current density does not appear in $V_i$, so in this model it sets the speed of charging and not its end point.

\section{The feedback}

\textbf{Q.} Now disturb the surface slightly.

\textbf{A.} Put $V=V_i+u$. The landing energy becomes $E_i+eu$, and a Taylor expansion gives
\begin{equation}
\sigma(E_i+eu)=1+e\sigma'(E_i)\,u+O(u^2),
\end{equation}
where the prime means $d/dE$. In (\ref{balance}) the ones cancel. Since $V_i$ is constant, $dV/dt=du/dt$, and to first order
\begin{equation}
\frac{du}{dt}=\lambda_i u,\qquad
\lambda_i=\frac{je}{c}\,\sigma'(E_i),\qquad
u(t)=u(0)e^{\lambda_i t}.
\label{rate}
\end{equation}
The factors $j$, $e$ and $c$ are positive, so the slope of the yield decides the sign.

Suppose the surface becomes slightly too positive. The electrons then land with more energy. Where the yield falls with energy, fewer electrons are emitted than arrive, negative charge collects, and the excursion is cancelled. Where the yield rises with energy, more electrons leave than arrive, and the surface becomes still more positive. A negative excursion reverses each of these changes, so it too is cancelled in the first case and amplified in the second.

\textbf{Q.} Which case belongs to which energy? I know that measured yield curves have a hump, but I would like a reason.

\textbf{A.} A simple model supplies one. Let the primary electron create secondaries uniformly down to its range $R$, one for each energy $\epsilon_p$ spent. A secondary created at depth $z$ escapes with probability $Be^{-z/L}$, where $L$ is the escape depth and $B$ a constant. Then
\begin{align}
\delta(E)&=\int_0^R\frac{E}{\epsilon_pR}\,Be^{-z/L}\,dz
=\frac{BE}{\epsilon_p}\,\frac{L}{R}\left(1-e^{-R/L}\right)\nonumber\\
&=\frac{B}{\epsilon_p}\,E\,\frac{1-e^{-x}}{x},\qquad x=\frac RL .
\label{yield}
\end{align}
Take $R\propto E^n$ with $n>1$. At low energy $x\ll1$ and $(1-e^{-x})/x\to1$: secondaries start near enough to the surface to escape, and $\delta\propto E$. At high energy $x\gg1$ and $\delta\propto E/x\propto E^{1-n}$: most secondaries start too deep.

For the slope between these limits, take the logarithm of (\ref{yield}) and use $dx/d\ln E=nx$:
\begin{align}
s\equiv\frac{d\ln\delta}{d\ln E}
&=1-n+nx\,\frac{e^{-x}}{1-e^{-x}}\nonumber\\
&=1-n+\frac{nx}{e^x-1}.
\label{slope}
\end{align}
The variable part contains $h(x)=x/(e^x-1)$, whose derivative is
\begin{equation}
h'(x)=\frac{e^x-1-xe^x}{(e^x-1)^2}.
\end{equation}
The numerator vanishes at $x=0$ and has derivative $-xe^x<0$, so it is negative for $x>0$. Thus $h$ falls steadily from 1 to 0, and $s$ falls steadily from $1$ to $1-n<0$. It passes through zero once, where
\begin{equation}
e^{x_m}-1=\frac{n}{n-1}\,x_m .
\label{maximum}
\end{equation}
The secondary yield therefore has a single maximum, $\delta_m$, at an energy $E_m$, and tends to zero on both sides. If $\delta_m>1-\eta$, it takes the value $1-\eta$ once while rising and once while falling. Those are $E_1$ and $E_2$.

At either crossing $\delta=1-\eta$, and $\sigma'=\delta'=\delta s/E$ because $\eta$ is constant. Hence
\begin{equation}
\lambda_i=\frac{je}{c}\,\frac{(1-\eta)s_i}{E_i},
\qquad s_1>0>s_2 .
\label{rates}
\end{equation}
The lower crossover is unstable and the upper one is stable, under the conditions attached to (\ref{balance}).

\textbf{Q.} What if the hump only just reaches unit yield?

\textbf{A.} Then $\delta_m=1-\eta$, the two crossings merge and the linear rate vanishes. On either side $\sigma<1$, so $u$ decreases whatever its sign. A positive excursion returns and a negative one grows: the point is stable from one side only. If the hump is lower still, there is no crossing and the surface charges negatively throughout.

\section{Rates for a model film}

\textbf{Q.} How fast are these processes?

\textbf{A.} Take round model parameters: $\delta_m=2.4$ at $E_m=400$ eV, $\eta=0.1$ and $n=5/3$. Condition (\ref{maximum}) gives $x_m=1.619$, and (\ref{yield}), scaled to its maximum, becomes
\begin{equation}
\delta=\delta_m\left(\frac{E}{E_m}\right)^{1-n}
\frac{1-e^{-x}}{1-e^{-x_m}},\qquad
x=x_m\left(\frac{E}{E_m}\right)^n .
\end{equation}
Solving $\delta=0.9$ numerically gives $E_1=78.35$ eV and $E_2=2425.85$ eV. I keep these digits so that differences of energies can be followed; the yield model does not justify them for a real film.

Let the film be $1\,\mu$m thick with $\varepsilon_r=4$, so that $c=3.542\times10^{-5}$ F/m$^2$. A current of 100 pA over a square of side $100\,\mu$m gives
\begin{equation}
j=\frac{10^{-10}\ \mathrm{A}}{(10^{-4}\ \mathrm{m})^2}
=0.01\ \mathrm{A/m^2},\qquad
\frac jc=282.35\ \mathrm{V/s}.
\end{equation}
The logarithmic slopes are $s_1=0.9125$ and $s_2=-0.6667$. With energies in eV, the factor $e$ in (\ref{rates}) turns $1/\mathrm{eV}$ into $1/\mathrm{V}$, and
\begin{align}
\lambda_1&=282.35\times\frac{0.9\times0.9125}{78.35}\ \mathrm{s^{-1}}
=2.96\ \mathrm{s^{-1}},\\
\lambda_2&=-282.35\times\frac{0.9\times0.6667}{2425.85}\ \mathrm{s^{-1}}
=-0.0698\ \mathrm{s^{-1}}.
\end{align}
The time constants $1/|\lambda_i|$ are 0.338 s and 14.3 s. Departure from the lower point is about 42 times faster than return to the upper one. Most of this factor is $E_2/E_1\approx31$; the rest is $s_1/|s_2|\approx1.37$. Rates measured on neighbouring solutions of the full equation (\ref{balance}) agree with the linear ones, as the numerical output shows.

\textbf{Q.} Suppose I set 2500 eV and start with an uncharged film.

\textbf{A.} The equilibrium is $V_2=(2425.85-2500)$ V $=-74.15$ V. Initially $u(0)=0-V_2$, so the linear solution is
\begin{equation}
V(t)=V_2+u(0)e^{\lambda_2t}=V_2\left(1-e^{\lambda_2t}\right).
\end{equation}
After 15 s it gives $-48.14$ V, while the full equation gives $-47.71$ V. After 60 s the values are $-73.03$ V and $-73.00$ V.

The full solution lags for a definite reason. At $E_2$ we have $x=32.6$, so $e^{-x}$ is negligible and $\delta\propto E^{-2/3}$, a convex function. Its tangent at $E_2$ lies below the curve. The linear equation therefore makes $\sigma-1$ too negative at landing energies above $E_2$ and charges the film too quickly.

The film ends with electrons landing at $E_2$, not at the 2500 eV you set. From (\ref{equilibria}), $dV_2/dE_0=-1/e$: a further 1 eV of beam energy is answered by a further $-1$ V at the surface. The mean field in the film is $74.15\ \mathrm V/1\,\mu\mathrm m=7.4\times10^7$ V/m. If the real film conducts or breaks down at that field, the model fails before the equilibrium is reached.

\section{Large excursions}

\textbf{Q.} Where does the surface go when it leaves the lower crossover?

\textbf{A.} The sign of $\sigma-1$ answers this without linearisation. If $E<E_1$, then $\sigma<1$ and $V$ falls, which lowers $E$. Since $\delta$ falls as well, the negative charging rate grows in magnitude, and the landing energy reaches zero in a finite time. The beam is then turned back in front of the surface, charging stops, and
\begin{equation}
V=-\frac{E_0}{e}.
\end{equation}
I have neglected the energy spread of the beam. A constant $\eta$ is also least reliable at these low energies, but the argument for reaching zero needs merely that $\sigma$ stay below one by a finite amount all the way down.

If $E_1<E<E_2$, then $\sigma>1$ and $E$ rises; if $E>E_2$, it falls. With all emission collected, $E_1$ is therefore the boundary between surfaces that end as mirrors and surfaces that end at $E_2$.

\textbf{Q.} Yet when I work between the two energies with a grounded collector, the film becomes only a few volts positive. It does not climb hundreds of volts to $E_2$.

\textbf{A.} That is where the assumption of complete escape fails. Once the surface is above the collector potential $V_c$, slow secondaries are pulled back. Let $U=V-V_c>0$ be the retarding voltage and take a planar barrier. This describes a collector parallel to the surface and closer to it than the width of the charged area. For a small charged patch in uncharged film with a distant collector, the barrier is the curved field of the patch itself. The scale found below then survives, but the voltages change: with a grounded collector more secondaries escape than the planar formula allows, and the surface stops somewhat higher. A secondary of energy $\epsilon$ leaving at angle $\theta$ to the normal passes if $\epsilon\cos^2\theta>eU$. For cosine emission, $\mu=\cos\theta$ has the distribution $2\mu\,d\mu$, so for $\epsilon>eU$ the fraction passing is
\begin{equation}
\int_{\sqrt{eU/\epsilon}}^1 2\mu\,d\mu=1-\frac{eU}{\epsilon}.
\end{equation}
For the energies I take the model spectrum $\epsilon/(\epsilon+w)^4$. We need the integral
\begin{align}
I(a)&=\int_0^\infty\frac{t\,dt}{(t+a)^4}
=\int_a^\infty\frac{y-a}{y^4}\,dy\nonumber\\
&=\frac1{2a^2}-\frac1{3a^2}=\frac1{6a^2}.
\end{align}
The spectrum has total weight $I(w)$. The weight that passes is
\begin{equation}
\int_{eU}^\infty\left(1-\frac{eU}{\epsilon}\right)
\frac{\epsilon\,d\epsilon}{(\epsilon+w)^4}
=\int_{eU}^\infty\frac{\epsilon-eU}{(\epsilon+w)^4}\,d\epsilon
=I(w+eU),
\end{equation}
by the substitution $t=\epsilon-eU$. The escaping fraction is the ratio,
\begin{equation}
f(U)=\left(\frac{w}{w+eU}\right)^2 .
\end{equation}
Backscattered electrons are assumed to escape regardless. The balance is now $\eta+\delta f=1$, or $(w+eU)^2/w^2=\delta/(1-\eta)$, and hence
\begin{equation}
eU=w\left[\sqrt{\frac{\delta(E_0+eV)}{1-\eta}}-1\right].
\label{recapture}
\end{equation}
The scale is set by $w$, the energy scale of the secondaries, and not by the distance to $E_2$.

\textbf{Q.} Is this new equilibrium stable?

\textbf{A.} Take a grounded collector, so $U=V$. For $V>0$,
\begin{equation}
\frac{d\ln(\delta f)}{dV}=\frac{es}{E_0+eV}-\frac{2e}{w+eV}.
\label{retained}
\end{equation}
Since $s\le1$, this is negative if $w+eV<2(E_0+eV)$, which holds for all $V>0$ once $E_0>w/2$. The escaping yield then falls steadily with potential, and to zero at large $V$, because $f\to0$ while $\delta$ is bounded. If $E_1<E_0<E_2$, it starts above $1-\eta$ and crosses that value once. The falling slope makes the crossing stable, by the same feedback as at $E_2$. Here, though, the yield falls chiefly because secondaries return.

With $w=5$ eV and a 1000 eV beam, the surface stops at 1.71 V. Multiplying (\ref{retained}) by $(j/c)(1-\eta)$ gives the linear rate. The second term alone contributes $-282.35\times0.9\times2/6.713\approx-76\ \mathrm{s^{-1}}$, and the first changes this by less than one per cent. The response time is about 13 ms, far shorter than the 14 s at the upper crossover.

A 2400 eV beam shows the role of the collector. The upper crossover requires $V_2=+25.85$ V. In the planar geometry, with the collector at $+100$ V the surface reaches it. With the collector grounded, the surface stops at 0.018 V, because the yield is barely above one and a slight loss of secondaries restores the balance. A distant collector does not achieve the first result. A $100\,\mu$m patch at 26 V makes a field of order $26\ \mathrm V/100\,\mu\mathrm m\approx3\times10^5$ V/m, while 100 V at 1 cm gives only $10^4$ V/m. The patch then pulls its own secondaries back and stays far below $V_2$.

\textbf{Q.} Can I still see the lower instability with a grounded collector?

\textbf{A.} Yes, if $E_0>E_1$, because then $V_1$ is negative and all secondaries escape there. For a 100 eV beam, $V_1=(78.35-100)$ V $=-21.65$ V. Start 0.5 V below this, and the film reaches $-100$ V and mirrors the beam after 1.67 s. Start 0.5 V above, and it goes to $+0.59$ V, the state described by (\ref{recapture}). A difference of 1 V in the initial potential thus decides between final states about 100 V apart.

A 60 eV beam is different. Formula (\ref{equilibria}) would put $V_1$ at $+18.35$ V, above the collector, where secondaries return and the formula no longer applies. The yield is below one at $V=0$, and by (\ref{retained}) the escaping yield falls further for $V>0$. No equilibrium with a landing beam remains. An uncharged film reaches $-60$ V in 0.46 s.

\section{Leakage}

\textbf{Q.} My film leaks a little. Could that stabilise the lower crossover?

\textbf{A.} It can. Let $g=1/(\rho d)$ be the leakage conductance per area of a film with resistivity $\rho$. The right side of (\ref{balance}) gains a term $-gV$. Choose $E_0=E_1$, so that $V=0$ remains an equilibrium, and hold the collector positive so that small positive excursions lose no secondaries. Then
\begin{equation}
\frac{du}{dt}=\left(\lambda_1-\frac gc\right)u .
\end{equation}
The instability disappears if $g>c\lambda_1=je\sigma'(E_1)$. Here the threshold is $1.05\times10^{-4}$ S/m$^2$, or
\begin{equation}
\rho=\frac{1}{(1.048\times10^{-4}\ \mathrm{S/m^2})(10^{-6}\ \mathrm m)}
=9.5\times10^9\ \Omega\,\mathrm m .
\end{equation}
At lower resistivity a small excursion discharges faster than the feedback can charge it. Just above the threshold conductance a large negative excursion can still run away, because below $E_1$ the yield curve lies under its tangent at $E_1$. The threshold conductance is proportional to $j$, so a larger current density can bring the instability back.

\textbf{Q.} Does leakage then help at the upper crossover as well?

\textbf{A.} For the 2500 eV beam it speeds the return, but it moves the equilibrium. For $E_0$ slightly above $E_2$, put $V=V_2+u$ in $j(\sigma-1)=gV$ and linearise: $je\sigma'(E_2)u=g(V_2+u)$. Since $\sigma'(E_2)$ and $V_2$ are both negative,
\begin{equation}
u=\frac{g|V_2|}{je|\sigma'(E_2)|+g}>0 .
\end{equation}
The electrons land above $E_2$, and the current deficit feeds the leak. The landing energy stays close to $E_2$ if $g\ll je|\sigma'(E_2)|$. With a yield slope of $-2.473\times10^{-4}$ per eV, the right side is $0.01\times2.473\times10^{-4}=2.5\times10^{-6}$ S/m$^2$, which corresponds to $\rho=4\times10^{11}\ \Omega\,$m. The film must be well above this resistivity at the field it carries, since the resistivity of a real insulator can fall in a strong field. One at the stability threshold of the lower point would leak far too much: for the 2500 eV beam, $u$ would be about 72 V of the available 74 V, and the surface would stay nearly uncharged.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Maximum secondary yield: 2.4 (dimensionless)
Energy of maximum yield: 400 eV
Backscattered yield: 0.1 (dimensionless)
Range exponent n: 1.6667 (dimensionless)
Range / escape depth at maximum: 1.6188 (dimensionless)
Secondary spectrum parameter w: 5.0 eV
Film thickness: 1.0 um
Relative permittivity: 4.0 (dimensionless)
Beam current: 100 pA
Side of scanned square: 100 um
Current density j: 0.0100 A/m^2
Capacitance per area c: 3.5417e-05 F/m^2
Voltage rate scale j/c: 282.35 V/s
Lower crossover energy: 78.35 eV
Lower reduced range x: 0.1069 (dimensionless)
Lower log slope s: 0.9125 (dimensionless)
Lower yield slope: 1.0482e-02 1/eV
Lower linear rate: 2.95966 1/s
Lower rate from full equation: 2.95966 1/s
Lower time constant 1/|rate|: 0.338 s
Upper crossover energy: 2425.85 eV
Upper reduced range x: 32.6485 (dimensionless)
Upper log slope s: -0.6667 (dimensionless)
Upper yield slope: -2.4734e-04 1/eV
Upper linear rate: -0.06984 1/s
Upper rate from full equation: -0.06984 1/s
Upper time constant 1/|rate|: 14.319 s
2500 eV beam, upper equilibrium V: -74.15 V
2500 eV beam, mean film field size: 7.415e+07 V/m
2500 eV beam, initial total yield: 0.98212 (dimensionless)
V at 5 s: linear -21.85 V, full -21.47 V
V at 15 s: linear -48.14 V, full -47.71 V
V at 30 s: linear -65.02 V, full -64.82 V
V at 60 s: linear -73.03 V, full -73.00 V
100 eV beam, lower equilibrium V: -21.65 V
Start 0.5 V below it: final V -100.00 V
Time to mirroring from there: 1.672 s
Start 0.5 V above it, collector 0 V: final V 0.590 V
60 eV beam, uncharged start: final V -60.00 V
60 eV beam, time to mirroring: 0.464 s
1000 eV beam, collector 0 V: final V 1.713 V
2400 eV beam, collector 0 V: final V 0.0179 V
2400 eV beam, collector +100 V: final V 25.85 V
Critical leakage conductance: 1.048e-04 S/m^2
Critical film resistivity: 9.540e+09 ohm m
\end{verbatim}
